Fields in a zirconia–alumina capacitor just after charging

Problem

A memory capacitor has two flat oxide layers between metal plates: 6 nm of zirconia with relative permittivity 40, and 0.5 nm of alumina with relative permittivity 9. A voltage of 0.5 V has just been applied across the oxides. Find the electric field in each layer.

The layers are wide compared with their thickness, so the field is perpendicular to them. The permittivities do not depend on field. There is no free charge in the oxides or at their interface, no built-in voltage, and leakage has not yet had time to move charge. The 0.5 V is the potential difference between the outer faces of the oxide stack.

A tempting solution

The field is voltage divided by distance. The total oxide thickness is 6.5 nm, so

E = 0.5 V / 6.5 nm = 0.0769 V/nm = 0.769 MV/cm

in both layers. The layer voltages then add up to 0.5 V, as they must.

Where it fails

Voltage divided by total thickness is the average field across the stack. It is the field in each layer only if the two fields are equal, and nothing above shows that they are. The voltage sum cannot show it, because many pairs of fields give the same sum.

The missing condition is Gauss's law at the interface. Let the field point from the positive plate through the zirconia and then through the alumina. Use the subscript z for zirconia and a for alumina, and let t be a thickness, k a relative permittivity and ε₀ the vacuum permittivity. In each layer the electric displacement is

D = ε₀ k E.

Take a thin closed box of area A around the interface. Displacement enters through its zirconia face and leaves through its alumina face. With free charge s per unit area at the interface, Gauss's law reads

A D_a − A D_z = A s,

or, after division by A,

D_a − D_z = s.

Here s = 0, so D is the same in both layers. Equal fields would instead give displacements in the ratio 40 to 9. The tempting solution therefore contradicts the stated absence of interface charge.

Correct solution

Equal displacement means

ε₀ k_z E_z = ε₀ k_a E_a.

Dividing by ε₀ k_a gives

E_a = (k_z/k_a) E_z.

The layer with the lower permittivity has the higher field. It polarizes less, so it needs a larger field to carry the same displacement.

The field is uniform within each layer, so the total voltage V is

V = E_z t_z + E_a t_a.

Substituting for E_a,

V = E_z t_z + (k_z/k_a) E_z t_a = E_z [t_z + t_a k_z/k_a].

Hence

E_z = V / (t_z + t_a k_z/k_a),

E_a = (k_z/k_a) V / (t_z + t_a k_z/k_a).

The permittivity ratio is 40/9 = 4.444. The bracket is

6 nm + 0.5 nm × 4.444 = 8.222 nm.

This is the thickness of a zirconia film that would have the same capacitance per area as the stack. The fields are

E_z = 0.5 V / 8.222 nm = 0.0608 V/nm = 0.61 MV/cm,

E_a = 4.444 × 0.0608 V/nm = 0.270 V/nm = 2.7 MV/cm.

The layer voltages are 0.365 V on the zirconia and 0.135 V on the alumina, which add to 0.5 V. The alumina is 7.7% of the thickness but takes 27% of the voltage. Relative to the correct fields, the tempting answer is about 26% too high in the zirconia and about 3.5 times too low in the alumina.

Limits and the order of the layers

If k_z = k_a, the bracket becomes t_z + t_a and both fields equal V/(t_z + t_a). The tempting formula is correct in that case. If t_a tends to zero, E_z tends to V/t_z, while E_a tends to (k_z/k_a)V/t_z. The voltage on the alumina vanishes in this limit, but the field in it does not.

The alumina may also lie in the middle, with 3 nm of zirconia on each side. Without interface charge, D is still common to all layers, so both zirconia parts have the same field E_z. Their voltages add to E_z × 3 nm + E_z × 3 nm = E_z × 6 nm. The voltage equation is unchanged, and so are the fields.

Charge and capacitance

The charge per area on the positive plate equals D. Since ε₀ times 1 MV/cm is 0.0885 μC/cm²,

D = 0.0885 × 40 × 0.608 μC/cm² = 2.15 μC/cm².

Dividing by 0.5 V gives a capacitance per area of 4.31 μF/cm². A silica film of relative permittivity 3.9 would have the same capacitance at a thickness of

3.9 × (6 nm/40 + 0.5 nm/9) = 0.80 nm.

What interface charge changes

Now let s differ from zero while V is held fixed. Gauss's law gives

k_a E_a = k_z E_z + s/ε₀,

so

E_a = (k_z/k_a) E_z + s/(ε₀ k_a).

Inserting this in the voltage equation,

V = E_z (t_z + t_a k_z/k_a) + s t_a/(ε₀ k_a).

Multiply by k_a and define M = k_a t_z + k_z t_a. Then

E_z = (k_a V − s t_a/ε₀)/M.

To find E_a, solve the voltage equation for it and insert E_z:

E_a = (V − E_z t_z)/t_a
= [M V − k_a t_z V + s t_z t_a/ε₀]/(M t_a).

Since M − k_a t_z = k_z t_a, a factor t_a cancels:

E_a = (k_z V + s t_z/ε₀)/M.

Positive interface charge lowers the zirconia field and raises the alumina field. As a rough example, 10¹² positive elementary charges per cm² give s = 0.160 μC/cm². The fields become 0.596 MV/cm in zirconia and 2.85 MV/cm in alumina, changes of about −2% and +5%.

When the tempting answer becomes correct

Leakage can create interface charge even if none was present at first. Current J_z brings positive charge to the interface through the zirconia, and J_a carries it away through the alumina:

ds/dt = J_z − J_a.

Suppose that both layers are ohmic, J_z = g_z E_z and J_a = g_a E_a, with constant conductivities g. Inserting the fields found above,

ds/dt = [(g_z k_a − g_a k_z)V − s(g_z t_a + g_a t_z)/ε₀]/M.

The coefficient of −s is the relaxation rate. Its inverse is

τ = ε₀ M/(g_z t_a + g_a t_z).

At late times ds/dt = 0, so g_z E_z = g_a E_a. Conductivities, not permittivities, then divide the voltage.

For an illustration, take equal conductivities g, chosen so that the initial zirconia current is 10⁻⁷ A/cm², a rough leakage scale. Then g = J_z/E_z, with both taken at the start. Using ε₀E_z = D/k_z,

τ = (D/J_z) M/[k_z(t_z + t_a)].

Here M = 9 × 6 nm + 40 × 0.5 nm = 74 nm, and D/J_z = 21.5 s. Therefore

τ = 21.5 s × 74/(40 × 6.5) = 6.1 s.

If V is held fixed for 64 ms, a rough refresh period, the fields cover about 1% of the way to their final values and become 0.610 and 2.68 MV/cm. In a memory cell the plates are isolated between refreshes, so leakage also lowers V during that time, which this estimate leaves out. The zirconia field then falls slightly, to 0.606 MV/cm, and rises to 0.610 MV/cm only when the refresh restores V. With V held fixed for many times τ, both fields reach 0.769 MV/cm. The tempting answer is thus the late-time answer for equal conductivities, with the negative interface charge that the original problem excludes. Real oxides need not be ohmic or equally conductive. Restoring the same plate voltage at each refresh does not by itself remove interface charge, so the drift can continue while the same bit is held.

Reading the result for a real capacitor

The chosen thicknesses and permittivities are roughly those of zirconia–alumina memory capacitors. A 0.5 nm layer is only a few atoms thick, so its permittivity and sharp boundaries are model quantities. With all else fixed, alumina 0.1 nm thinner gives 0.643 and 2.86 MV/cm in zirconia and alumina. A zirconia permittivity 10% lower gives 0.625 and 2.50 MV/cm. If the plates differ and produce a built-in voltage of 0.1 V, both fields change by 20%, up or down according to its sign.

A larger correction may come from the meaning of "0.5 V across the oxides". A metal plate screens the field over a finite depth. In a free-electron plate with linear screening, the field starts at D/ε₀ at the surface and decays as exp(−x/λ), where x is the depth. Its integral is a voltage drop Dλ/ε₀ = k_z E_z λ in each plate. The Thomas–Fermi length follows from

λ² = 2ε₀E_F/(3ne²),

where n is the electron density, e the elementary charge and E_F the Fermi energy measured from the band bottom. A rough density of 5 × 10²² cm⁻³ gives E_F = 4.95 eV and λ = 0.060 nm. Two plates add 2k_zλ = 4.8 nm to the effective length of 8.2 nm. If 0.5 V is the terminal voltage, including the plate drops, the fields fall to about 0.38 and 1.7 MV/cm. Keeping 0.5 V across the oxides would require about 0.79 V at the terminals. With these drops the silica-equivalent thickness would be 1.27 nm instead of 0.80 nm. A permittivity fitted to the capacitance of a finished capacitor may already include them, and they must not be counted twice. This estimate omits polarization of the plate's bound electrons and the atomic structure of the interface, so it gives a scale, not a prediction.

If the breakdown fields are taken to be 4 MV/cm for zirconia and 8 MV/cm for alumina, the ideal fields are 15% and 34% of breakdown. With 3 MV/cm for zirconia, its share would be 20%. Those strengths depend on film quality, thickness and time under stress, so the ratios do not establish a lifetime.

Tunnelling through defect-free layers can also be estimated. Take barriers of 1.5 eV in zirconia and 2.8 eV in alumina above the emitting plate's Fermi level before the field tilts them, and an effective mass m* of 0.3 electron masses, all rough values. The WKB transmission at energy E is

T(E) = exp[−2 ∫ √(2m*(U − E)) dx/ħ],

where U is the tilted barrier and the integral covers the region with U > E. Above the barrier T is set to 1. The current density is

J = (e m k_B Θ/2π²ħ³) ∫ T(E) ln{[1 + exp(−E/k_BΘ)]/[1 + exp(−(E + eV)/k_BΘ)]} dE.

Here E is the energy of motion across the layers, measured from the emitting plate's Fermi level, m is the free-electron mass, k_B is Boltzmann's constant and Θ is the temperature. Numerical integration at 358 K gives about 1 × 10⁻¹⁰ A/cm² when electrons enter through the alumina, and 2 × 10⁻¹¹ A/cm² when they enter through the zirconia. Both lie well below the leakage scale used above, but only for these inputs. The barriers and the mass enter an exponent: an effective mass of 0.2 instead of 0.3 electron masses would raise both currents more than a thousandfold, to about that scale. Smaller factors are also left out. Reflection at the interfaces, which WKB omits, raises both currents about fourfold. Conservation of momentum along the layers, with the plate and barrier masses different, lowers them by about m*/m = 0.3. Image-force lowering of the barriers raises them about tenfold for a rough optical permittivity of 4.5. The currents are therefore order-of-magnitude values. The model leaves out conduction through defects, which can dominate in a real film.

All numerical values are calculated from the stated model.
